# Why Life Fractions Add When Dielectric Damage Rate Factorizes

Suppose that a field $E$ breaks bonds in a dielectric at a steady rate $f(E)$, whatever number is already broken, and that the dielectric breaks down when the damage $D$, starting from zero, reaches a fixed value $D_c$. At constant field the lifetime is $t_{BD}(E)=D_c/f(E)$. Now hold the field at $E_1$ for a time $t_1$, and then at $E_2$ until breakdown, which takes a further time $t_2$. The two contributions to the damage add up to the critical value:

$$
f(E_1)\,t_1+f(E_2)\,t_2=D_c .
$$

Division by $D_c$ turns each rate into an inverse lifetime:

$$
\frac{t_1}{t_{BD}(E_1)}+\frac{t_2}{t_{BD}(E_2)}=1 .
$$

Each term is a life fraction: the time spent at a field, divided by the lifetime the same specimen would have had at that field alone. Exchanging the two blocks exchanges two terms of a sum, so the total time to breakdown is unchanged.

Real damage need not grow steadily. A broken bond may weaken its neighbours, so that damage accelerates, or the supply of weak bonds may run out, so that it slows down. It is then less obvious that order should not matter, because the second field acts on a material already altered by the first. The result survives if the rate is a product,

$$
\frac{dD}{dt}=g(D)\,f(E),
$$

where $g$ describes how existing damage affects further damage and $f$ describes the action of the field. I take $D=0$ at the start, $g>0$ up to $D_c$, and $f>0$ at every field applied. Temperature is the same throughout, damage does not heal, and $D_c$ does not depend on field. The last condition is separate from the product form and is needed as well.

Since $g$ is positive, we may divide by it and define

$$
G(D)=\int_0^D\frac{dD'}{g(D')} .
$$

By the chain rule,

$$
\frac{dG}{dt}=\frac{1}{g(D)}\frac{dD}{dt}=f(E).
$$

Measured by $G$ instead of $D$, the damage grows at a rate that no longer depends on the damage present. This is the steady case again, in a different variable. Because $G$ increases with $D$, reaching $D_c$ is the same event as $G$ reaching $G(D_c)$. At constant field this gives

$$
t_{BD}(E)=\frac{G(D_c)}{f(E)} .
$$

For fields $E_i$ applied in succession for times $t_i$, the last ending at breakdown, integration of $dG/dt$ gives

$$
\sum_i f(E_i)\,t_i=G(D_c),
$$

and, on dividing by $G(D_c)$,

$$
\sum_i\frac{t_i}{t_{BD}(E_i)}=1 .
$$

If the same blocks are applied in another order, the sum reaches one at the end of the last block and not before, since every block contributes a positive amount. The total time is therefore the same.

The integral $G(D_c)$ must be finite. If $g=D$, for example, damage that starts at zero never grows, and the integral diverges at its lower end; some initial damage is then needed. By contrast, $D_c$ itself may be infinite. For $g=(1+aD)^2$ with $a>0$,

$$
G(D)=\frac1a\left(1-\frac{1}{1+aD}\right),
$$

which tends to $1/a$ as $D\to\infty$. The damage runs away in a finite time, and breakdown defined by this runaway obeys the same sum rule.

A model with accelerating damage shows what is and is not shared between the two orders. Let $D$ be the fraction of weak bonds that are broken, and take

$$
g(D)=(1-D)(1+\kappa D).
$$

The first factor counts the bonds still intact; the second makes existing damage speed up further damage. The identity

$$
\frac{1}{(1-D)(1+\kappa D)}=\frac{1}{1+\kappa}\left[\frac{1}{1-D}+\frac{\kappa}{1+\kappa D}\right]
$$

follows because the numerators on the right combine to $(1+\kappa D)+\kappa(1-D)=1+\kappa$. Integration from zero gives

$$
G(D)=\frac{1}{1+\kappa}\ln\frac{1+\kappa D}{1-D}.
$$

With $\kappa=20$ and $D_c=0.10$, $G(D_c)=\ln(3/0.9)/21=0.0573$. For the field I take the exponential law $f\propto e^{\gamma E}$ with $\gamma=4$ cm/MV, and set the lifetime at 5 MV/cm to 1000 s. The lifetime at 4.5 MV/cm is then $1000\,e^{4\times0.5}=7389$ s.

Hold the specimen at 4.5 MV/cm for 3000 s. The life fraction used is $3000/7389=0.406$. The remaining fraction, 0.594, lasts 594 s at 5 MV/cm, so breakdown comes after 3594 s. If the 594 s at 5 MV/cm come first, the remaining 0.406 of life lasts 3000 s at 4.5 MV/cm, and the total is again 3594 s.

The damage at the change of field is not the same. After a life fraction $x$, $G(D)=xG(D_c)$, so that

$$
\frac{1+\kappa D}{1-D}=y,\qquad y=\left(\frac{1+\kappa D_c}{1-D_c}\right)^x .
$$

Multiplying out gives $1+\kappa D=y-yD$, hence

$$
D=\frac{y-1}{y+\kappa}.
$$

For $x=0.406$ this is $D=0.0291$, or 0.291 of the critical damage; for $x=0.594$ it is 0.0474, or 0.474 of the critical damage. Both damage fractions are smaller than the life fractions because $g$ rises throughout the interval from 0 to $D_c$: damage is slow early and fast late. The block at 5 MV/cm contributes 0.474 of $D_c$ when it comes first, but $1-0.291=0.709$ when it comes second. Its share of the damage depends on order, while its share of the life does not.

When the field varies continuously, the blocks become short intervals and the sum becomes an integral up to the breakdown time $t_b$:

$$
\int_0^{t_b}\frac{dt}{t_{BD}(E(t))}=1 .
$$

Consider a ramp $E=rt$ with the exponential law written as $t_{BD}=t_0e^{-\gamma E}$. Then

$$
1=\frac1{t_0}\int_0^{t_b}e^{\gamma rt}\,dt=\frac{e^{\gamma rt_b}-1}{\gamma r t_0},
$$

and the breakdown field $E_{BD}=rt_b$ is

$$
E_{BD}=\frac1\gamma\ln(1+\gamma r t_0).
$$

For a very slow ramp, $\gamma rt_0\ll1$, this reduces to $E_{BD}\approx rt_0$: the specimen fails after about $t_0$, before the field has risen enough to matter. In the opposite limit, $E_{BD}\approx\gamma^{-1}\ln(\gamma rt_0)$, and raising the ramp rate by a factor $e$ raises the breakdown field by $1/\gamma$, here 0.25 MV/cm.

In the example, $t_0=1000\,e^{20}$ s $=4.85\times10^{11}$ s. A ramp of 0.1 MV/cm per second gives $\gamma rt_0=1.94\times10^{11}$ and $E_{BD}=6.50$ MV/cm. The life fraction used below a field $E$ is $(e^{\gamma E}-1)/(\gamma rt_0)$, which is 0.0025 at 5 MV/cm. The enormous $t_0$ is thus a parameter of the fit and not a lifetime that the ramp tests: nearly all the life is used between 5 and 6.5 MV/cm, and the law has to hold there.

The sum rule itself does not favour this field law. Its derivation used no property of $f$ except that it is positive, so an exponential in $\sqrt E$ or a power of $E$ would serve equally well. A sum equal to one is consistent with the assumptions about damage, though it tests them only weakly when the fields are close; the field law must be found from how lifetime varies with field.

One can also ask whether the product form is necessary. Keep a single damage variable with fixed starting and critical values, but let the rate be any positive function $R(D,E)$. At constant field, the fraction of life used on reaching damage $D$ is

$$
\varphi_E(D)=\frac{1}{t_{BD}(E)}\int_0^D\frac{dD'}{R(D',E)} .
$$

Let the field change from $E_1$ to $E_2$ at damage $D$. The first step has used the fraction $\varphi_{E_1}(D)$. The second has to carry the damage from $D$ to $D_c$, which takes the fraction $1-\varphi_{E_2}(D)$ of the lifetime at $E_2$. Hence

$$
\sum_i\frac{t_i}{t_{BD}(E_i)}=1+\varphi_{E_1}(D)-\varphi_{E_2}(D).
$$

If the sum is one for every pair of fields and every $D$, then $\varphi_E(D)$ is the same function $\varphi(D)$ at all fields. Differentiating its definition gives $\varphi'(D)=1/[t_{BD}(E)R(D,E)]$, or

$$
R(D,E)=\frac{1}{\varphi'(D)}\,\frac{1}{t_{BD}(E)} .
$$

This is a function of damage times a function of field. Within this class of models, the product form is therefore necessary as well as sufficient.

A plausible way to lose it is for damage to strengthen the local field, so that $E$ is replaced by $E(1+\alpha D)$:

$$
R(D,E)\propto(1-D)\,e^{\gamma E(1+\alpha D)} .
$$

The factor $e^{\gamma E\alpha D}$ contains damage and field together. This depends on the field law and on the form of the enhancement: for a power law, $E^n(1+\alpha D)^n$ is still a product, and so is $e^{\gamma(E+\beta D)}$ for an additive shift of the field; in both cases the sum stays exactly one. With $\alpha=0.55$ it reaches $e^{1.1}\approx3$ at 5 MV/cm and $D_c$, the same speed-up as $1+\kappa D_c=3$ before. At the higher field the acceleration is stronger, so a larger part of the life is spent at small damage, and $\varphi$ at a given intermediate $D$ is larger. The formula above then gives a sum below one for the low field first and above one for the high field first. Numerical integration of the rate, with 0.406 of the life used in the first step in either order, gives 0.9875 and 1.0124. The error is small here mainly because the fields are close: a stronger enhancement raises it only to about 3%, the sums being near 0.966 and 1.032 for both $\alpha=5$ and $\alpha=15$. It grows roughly in proportion to the field difference: with 2.5 MV/cm in place of 4.5 the sums are 0.93 and 1.06.

A critical damage that depends on field spoils the rule even when the rate factorizes. Write $G_i=G(D_c(E_i))$, so that $t_{BD}(E_i)=G_i/f(E_i)$. A first step using the life fraction $x$ raises $G$ to $xG_1$. If this is below $G_2$, the second step lasts $(G_2-xG_1)/f(E_2)$, which is a fraction $1-xG_1/G_2$ of its lifetime, and

$$
\sum_i\frac{t_i}{t_{BD}(E_i)}=1+x\left(1-\frac{G_1}{G_2}\right).
$$

Let the threshold be 0.10 at 4.5 MV/cm and 0.09 at 5 MV/cm. The two values of $G$ are 0.0573 and 0.0535. With $x=0.406$ in both orders, the sum is 0.971 for the low field first and 1.027 for the high field first. If $xG_1$ already exceeds $G_2$, breakdown occurs at the moment of the change and the sum is simply $x$. This happens once $x$ exceeds $G_2/G_1=0.93$, for instance after 0.95 of the life at the low field, since $0.95\times0.05733=0.0545$ is above 0.0535.

The lifetimes in the rule belong to one specimen, yet a specimen can be broken only once. In practice they come from other specimens. Suppose first that specimens differ only in their critical damage, and let one have $D_c'$ where the reference has $D_c$. At its breakdown $\sum f(E_i)t_i=G(D_c')$, so the sum formed with reference lifetimes is

$$
S=\frac{G(D_c')}{G(D_c)}.
$$

For $D_c'=0.12$ this is $\ln(3.4/0.88)/\ln(3/0.9)=1.12$. The specimen has not broken the rule; its own lifetimes are longer than the reference by this same factor at every field. It follows that $S$ at breakdown is distributed over the population just as the constant-field lifetime divided by its reference value is. The rule then predicts the failed fraction of a population after any sequence of fields, although individual values of $S$ scatter about one.

Differences in spacing change the field, and with the exponential law the resulting change of lifetime is not the same factor at every field. If a 50 nm gap is in fact 49 nm, the true field is larger by the factor 1.020, and the lifetime is shorter by $e^{0.0204\gamma E}$, which depends on the nominal field $E$. In the two-step example, 3000 s at a nominal 4.5 MV/cm uses 0.586 of this specimen's life instead of 0.406. The remaining 0.414 lasts 275 s at a nominal 5 MV/cm. Judged by nominal lifetimes, the sum at breakdown is $0.406+0.275=0.681$. Most of this departure is the harmless rescaling met above: the specimen's constant-field lifetimes are 0.693 and 0.665 of the nominal ones at the two fields, and 0.681 lies between them. Only the spread between these two factors disturbs the prediction for a population; for a power law in $E$ the factor is the same at every field, and the spread vanishes.

These parameters are round values meant to lie in the rough range of accelerated tests on organosilicate (SiCOH) dielectrics between copper lines: a 50 nm gap, 125 °C, a relative permittivity of 3, which is on the dense side for this family, and a field acceleration of a few cm/MV. At 5 MV/cm the voltage across the gap is 25 V. The values of $\kappa$ and $D_c$ are illustrative, not measured. One assumption exposed in such a material is that one number records the whole history, because electrons trapped during the first step can alter the field in the second. Take a sheet of $N$ trapped electrons per unit area at mid-gap, with permittivity $\varepsilon$ and electron charge $-q$. With field magnitudes $E_c$ on the cathode side and $E_a$ on the anode side, Gauss's law gives $E_a-E_c=qN/\varepsilon$. The fixed voltage keeps their mean at the applied field $E$, so

$$
E_c=E-\frac{qN}{2\varepsilon} .
$$

Assume that the cathode field controls the damage and that the sheet is present throughout the second step but absent from the tests that gave the lifetimes. The second step is then prolonged by the factor $e^{\gamma qN/(2\varepsilon)}$. For $N=10^{11}$ cm$^{-2}$ the field falls by 0.030 MV/cm and the sum becomes $0.406+0.594\,e^{0.121}=1.08$. For $10^{12}$ cm$^{-2}$ the fall is 0.30 MV/cm and the sum is 2.39. This assumption is an extreme one, since charge trapped under stress is also trapped in the lifetime tests. If $N$ is a function of $D$ alone, the factor $e^{-\gamma qN/(2\varepsilon)}$ joins $g(D)$ and the sum is exactly one. If instead the sheet fills towards $10^{12}$ cm$^{-2}$ in every test with a field-independent time constant of 30, 1000, 3000 or 30000 s, the sum for the low field first, with 0.406 of the life used in that step, is 1.01, 1.41, 1.63 or 1.04. If the anode field were in control, the shift would have the opposite sign. Charge that settles quickly, by release as well as by capture, to a value fixed by the present field does no such harm, since it is already contained in the measured lifetime at that field.

Temperature enters in a similar way. With an assumed apparent activation energy of 0.5 eV at 5 MV/cm (in a thermochemical reading of the exponential law the field lowers the barrier by $\gamma Ek_BT=0.69$ eV there, so the zero-field value would be larger), a second step 2 K hotter than the first runs faster by the factor 1.076. Its life fraction, reckoned with the lifetime at 125 °C, falls from 0.594 to $0.594/1.076=0.552$, and the sum to 0.958. For the sizes assumed here, a small temperature error, a modest change of threshold and a damage-enhanced local field each move the sum by a few per cent or less (up to about 7% for other divisions of the life between the steps), whereas one nanometre of spacing or $10^{12}$ trapped electrons per cm$^2$ that were absent from the lifetime tests moves it by tens of per cent or more. A sum far from one is therefore not by itself evidence against a factorized damage rate. Exchanging the order on matched specimens gives further information: if the blocks actually observed (3000 s and 275 s above, not the nominal 594 s) are applied in reverse, a fixed error in spacing leaves the total time unchanged, while a field-dependent threshold or a non-factorized rate in general does not. Charge trapped in the first step, or a hotter second step, can also make the total time depend on order, so a change with order shows only that spacing is not the whole cause. The comparison is statistical in practice. Reversal lengthens the total time by 14% in the threshold example and by 5% in the local-field example; if lifetimes scatter with a Weibull slope of 2, seeing these changes at two standard errors takes roughly two hundred and over a thousand specimens for each order.

Numerical values quoted here were computed with a short program.
